Bruno's relation and the spin-flip term in second-order magnetocrystalline anisotropy, part 1

(Sections cited here and not found follow in the second part.)

**1. The decision**

Suppose a calculation on a thin ferromagnetic film has delivered the orbital moment for magnetization along the normal z and along an in-plane axis x, or that X-ray magnetic circular dichroism has delivered the same two numbers. The quantity wanted is the anisotropy energy

K = F(x) − F(z),

where F(n) is the electronic free energy per cell with the spin axis held along the unit vector n, so that K > 0 favours z over x. The magnetostatic dipole energy is not part of F. In a film it favours the plane and can be as large as K, so it has to be added before the easy axis of a real film is named; below, "easy axis" refers to K alone. K is a small difference of two large energies, while the orbital moment is a direct expectation value. One must decide whether K may be read from the orbital moments through Bruno's relation, K = (ξ/4)(L_z − L_x), or whether the energy itself has to be computed.

The proportionality is not a general theorem. To second order in the spin-orbit constant ξ the energy contains the difference L↑ − L↓ of the orbital moments of the two spin channels, not their sum, and it contains a second term, from spin-flip transitions, that no orbital moment records. Bruno's relation is what remains when the majority spin channel is silent and the spin-flip term has negligible anisotropy; a silent minority channel gives the same relation with the opposite sign.

**2. Model and conventions**

Units are ħ = 1 and energies in eV. The electrons are independent particles in a fixed collinear mean field. The unit vector n is the axis of the majority spin; σ = +1 (↑) labels spin parallel to n and σ = −1 (↓) spin antiparallel. Without spin-orbit coupling the Hamiltonian H0 has two blocks H↑(k) and H↓(k), matrices in an orthonormal basis of real atomic orbitals, and these blocks do not depend on n. Their eigenstates are written |a⟩, |b⟩ with energies ε_a, ε_b. The perturbation is the on-site coupling

V = ξ l·s, ξ > 0,

with l the orbital angular momentum about the nucleus. It conserves k. Every sum over states below includes the average over k, so all results are per cell. Occupations are Fermi functions f(ε) = 1/(exp[(ε − μ)/kT] + 1), and the electron number N per cell is fixed.

An electron has spin moment −2μB s and orbital moment −μB l. The magnetization therefore points along −n, and the orbital moment projected on the magnetization is (−μB L)·(−n) = μB L_n, where L = ⟨l⟩ summed over electrons and L_n = L·n. A positive L_n is an orbital moment parallel to the magnetization. In K, the symbols L_z and L_x mean L_n evaluated with n = z and with n = x.

**3. Spin blocks of l·s**

Complete n to a right-handed frame (u, v, n) and define l± = l_u ± i l_v, s± = s_u ± i s_v. Multiplying out, l₊s₋ + l₋s₊ = 2(l_u s_u + l_v s_v), because the cross terms ±i l_v s_u and ∓i l_u s_v cancel between the two products. Hence

l·s = l_n s_n + ½(l₊s₋ + l₋s₊).

With s_n|σ⟩ = (σ/2)|σ⟩, s₋|↑⟩ = |↓⟩ and s₊|↓⟩ = |↑⟩, the blocks of V are

⟨σ|V|σ⟩ = (σξ/2) l_n, ⟨↓|V|↑⟩ = (ξ/2) l₊, ⟨↑|V|↓⟩ = (ξ/2) l₋. (1)

Write V = V∥ + V⊥, with V∥ = ξ l_n s_n conserving the spin and V⊥ flipping it. All dependence on n sits in which component of l appears in which block.

**4. Reality of the orbitals and the pairing of k with −k**

In a collinear mean field without magnetic vector potential, each spin block is kinetic energy plus a real potential. Between real orbitals its hopping matrices t(R) are real, and H^σ(k) = Σ_R t(R) exp(ik·R) obeys

H^σ(−k) = H^σ(k)*.

If the column vector a is an eigenvector at k, then a* is an eigenvector at −k with the same energy. The operator l = −i r×∇ is −i times a real operator, so its matrices in real orbitals satisfy l* = −l. For any two eigenvectors, of equal or different spin block,

⟨a*|l_α|b*⟩ = Σ_ij a_i (l_α)_ij b_j* = [Σ_ij a_i* (l_α)_ij* b_j]* = −⟨a|l_α|b⟩*. (2)

Two consequences are used below. First, the diagonal element ⟨a|l_α|a⟩ is real, so by (2) it changes sign between k and −k, and

Σ_a g(ε_a) ⟨a|l_α|a⟩ = 0 for any function g. (3)

This is the quenching of the orbital moment. Second, in a product of two matrix elements the two minus signs cancel and the product at −k is the complex conjugate of the product at k. A k-averaged sum of such products with real weights that depend only on energies is therefore real. At a single k it need not be real when the crystal lacks an inversion centre. The pairing fails, and in general (3) with it, if H0 already contains an orbital polarization or a magnetic field acting on the orbits.

**5. Response of the density matrix and of the free energy**

Let H = H0 + λV and let ρ = f(H) be the one-particle density matrix, ρ = ρ0 + λρ1 + …, first at fixed μ. Since ρ is a function of H it commutes with H, and the terms of first order in λ give [H0, ρ1] + [V, ρ0] = 0. The (a,b) element in the eigenbasis of H0 is

(ε_a − ε_b)(ρ1)_ab + V_ab (f_b − f_a) = 0.

For ε_a ≠ ε_b this gives (ρ1)_ab = V_ab (f_a − f_b)/(ε_a − ε_b). For equal energies, including a = b, the equation is empty and another argument is needed. Write ρ as a sum over perturbed eigenstates of f(energy) times projector. Within a degenerate set with projector Π0, choose the basis that diagonalizes V; the levels move to ε + λV_aa, and the change of occupation contributes f′(ε)V_aa on the diagonal, that is f′(ε) times the block of V in any basis. The change of the projectors contributes nothing to this block. For the projector Π′ of any degenerate set, Π′² = Π′ gives Π′1 = Π′0Π′1 + Π′1Π′0; sandwiching with Π0 gives zero if Π′0 belongs to another set, and gives X = 2X, so X = 0, if Π′0 = Π0. Both cases combine into

(ρ1)_ab = −K_ab V_ab, K_ab = (f_a − f_b)/(ε_b − ε_a), K_ab = −f′(ε_a) for ε_a = ε_b. (4)

The kernel is symmetric in a and b, continuous at degeneracy, and never negative, because f decreases with energy. At T = 0 with a gap, K_ab = 1/(ε_empty − ε_occupied) for a pair with one occupied and one empty state and zero otherwise. The first-order change of any one-particle observable O is

δ⟨O⟩ = Tr(ρ1 O) = −Σ_ab O_ba V_ab K_ab. (5)

The electron number must stay fixed. Taking O = 1 in (5), δN = Σ_a f′(ε_a) V_aa, and V_aa = (σξ/2)⟨a|l_n|a⟩ by (1), so δN = 0 by (3). The chemical potential has no first-order shift, and (4) holds at fixed N as well.

The grand potential is Ω = Σ_i g(ε_i) with g(ε) = −kT ln(1 + exp[−(ε − μ)/kT]); differentiation gives ∂g/∂ε = f and ∂g/∂μ = −f. The free energy is F = Ω + μN. Along the path λ at fixed N,

dF/dλ = Σ_i f_i dε_i/dλ + (N − Σ_i f_i) dμ/dλ = Σ_i f_i dε_i/dλ.

For a normalized eigenstate, differentiating ε_i = ⟨i|H|i⟩ gives ⟨i|V|i⟩ + ε_i d⟨i|i⟩/dλ = ⟨i|V|i⟩, which is the Hellmann-Feynman theorem. Therefore

dF/dλ = Tr(ρV) = Tr(ρ0V) + λ Tr(ρ1V) + …

The first term is Σ_a f_a V_aa = 0 by (3). Integrating the second from λ = 0 to 1 supplies a factor ½:

F₂ = ½ Tr(ρ1V) = ½⟨V⟩ = −½ Σ_ab |V_ab|² K_ab. (6)

Here ⟨V⟩ is the leading-order expectation value of the spin-orbit operator. The other half is spent on raising ⟨H0⟩ − TS as the states are distorted. The expansion needs ξ small against the gaps at the Fermi level in an insulator or molecule. In a metal, pairs of states near μ have K_ab up to 1/(4kT), the maximum of −f′, and the order-by-order expansion is controlled only when ξ is small against kT or such pairs carry little weight. At T → 0, levels degenerate at μ and split by V shift the energy at that k linearly in ξ, and (6) does not describe them.

H0 is held fixed throughout. In a self-consistent theory the energy is stationary in the density, so relaxation adds a term quadratic in the density change. The densities of ↑ and ↓ electrons do not change in first order: for a real, spin-diagonal O the sum (5) contains one factor l, so the pairing of part 4 maps it to minus its complex conjugate, while as an expectation value it is real, and it must vanish. A functional of these two densities therefore relaxes only at order ξ⁴. The argument does not cover the transverse spin density, which can be linear in ξ at individual points even in a cubic crystal, where its integral over the cell vanishes. Nor does it cover functionals such as DFT+U that depend on the imaginary part of the orbital density matrix, which does change in first order. In those cases relaxation can enter at order ξ².

**6. The energy in terms of three tensors**

Define

χ^σσ_αβ = ½ Σ_{a,b in σ} ⟨a|l_α|b⟩⟨b|l_β|a⟩ K_ab,

χ^sf_αβ = Σ_{a in ↑, b in ↓} ⟨a|l_α|b⟩⟨b|l_β|a⟩ K_ab.

The ½ in the first line compensates for counting each pair twice; the second line counts each pair once. Complex conjugation of a summand exchanges α and β, so each tensor is Hermitian; by part 4 it is real; hence it is symmetric. None depends on n. The diagonal elements χ_nn = n·χ·n are sums of |⟨a|l_n|b⟩|² K_ab and are never negative.

Split the sum (6) by the spins of a and b. For equal spins, (1) gives |V_ab|² = (ξ²/4)|⟨a|l_n|b⟩|², so that

−½ (ξ²/4) Σ_{a,b in σ} |⟨a|l_n|b⟩|² K_ab = −(ξ²/4) χ^σσ_nn.

For opposite spins each pair occurs twice in (6), which cancels the ½. With a in ↑ and b in ↓,

|⟨b↓|V|a↑⟩|² = (ξ²/4) ⟨a|l₋|b⟩⟨b|l₊|a⟩,

and inserting l± = l_u ± i l_v, multiplying by K_ab and summing,

Σ ⟨a|l₋|b⟩⟨b|l₊|a⟩ K_ab = χ^sf_uu + χ^sf_vv + i(χ^sf_uv − χ^sf_vu).

The last bracket vanishes because the tensor is symmetric. It is the term that would distinguish n from −n. The trace is independent of the frame, so χ^sf_uu + χ^sf_vv = Tr χ^sf − χ^sf_nn. Collecting,

F₂(n) = −(ξ²/4)[χ↑↑_nn + χ↓↓_nn + Tr χ^sf − χ^sf_nn]. (7)

F₂ is a constant plus the quadratic form −(ξ²/4) n·(χ↑↑ + χ↓↓ − χ^sf)·n. In a uniaxial crystal this gives F₂ = const + K sin²θ, with θ measured from z. In a cubic crystal a symmetric tensor invariant under the point group is a multiple of the unit matrix, the second-order anisotropy vanishes, and nothing in these notes applies to the higher-order anisotropy that remains.

The sign of χ^sf in the quadratic form is opposite to that of the other two. A direction in which l connects occupied and empty orbitals strongly is favoured as a spin axis by spin-conserving transitions, which use l_n, and disfavoured by spin-flip transitions, which use the two components of l perpendicular to n.

**7. The induced orbital moment and the exact second-order statement**

Let L^σ_α be the expectation value of l_α times the projector on spin σ. This operator has matrix elements only between states of spin σ, so in (5) only the block ⟨σ|V|σ⟩ = (σξ/2) l_n contributes:

L^σ_α = −(σξ/2) Σ_{a,b in σ} ⟨b|l_α|a⟩⟨a|l_n|b⟩ K_ab = −σξ Σ_β χ^σσ_αβ n_β. (8)

The factor ½ has gone into the definition of χ^σσ. Projected on n,

L↑_n = −ξ χ↑↑_nn ≤ 0, L↓_n = +ξ χ↓↓_nn ≥ 0.

Majority electrons acquire an orbital angular momentum antiparallel to n and minority electrons one parallel to n, so that the minority orbital magnetic moment lies along the magnetization and the majority one against it; in each channel l sets itself antiparallel to that channel's spin, as ξ > 0 requires. Spin-flip transitions do not appear in (8) at all. Substituting ξχ↑↑_nn = −L↑_n and ξχ↓↓_nn = L↓_n into (7),

F₂(n) = (ξ/4)(L↑_n − L↓_n) − (ξ²/4)(Tr χ^sf − χ^sf_nn). (9)

The same split follows from (6). The expectation value of V∥ = ξ l_n s_n is (ξ/2)(L↑_n − L↓_n), and half of it is the first term of (9): the factor ¼ is the spin ½ times the ½ of second-order theory. Since ½⟨V⟩ is the whole of F₂, the second term is ½⟨V⊥⟩ = (ξ/2)⟨l_u s_u + l_v s_v⟩. The spin-flip term is thus also an expectation value, that of the transverse spin-orbit correlation, but not that of a moment.

Taking the difference between n = x and n = z, the trace cancels and K = K_sc + K_sf with

K_sc = (ξ/4)[(L↓_z − L↑_z) − (L↓_x − L↑_x)], K_sf = (ξ²/4)(χ^sf_xx − χ^sf_zz). (10)

For several atoms per cell V = Σ_i ξ_i l_i·s. Every step holds with ξ l replaced by the operator W = Σ_i ξ_i l_i, which is also purely imaginary. The expectation value of V∥ is then ½ Σ_i ξ_i (L↑_{i,n} − L↓_{i,n}), so the first term of (9) becomes ¼ Σ_i ξ_i (L↑_{i,n} − L↓_{i,n}), and χ^sf is built from W. Each site moment L_i responds to the coupling on all sites, and enters the energy weighted by its own ξ_i. The anisotropy of the moment of one site is therefore not in general proportional to K_sc, even when all ξ_i are equal, and that of the total orbital moment is not when the ξ_i differ.

**8. When Bruno's relation follows**

The total orbital moment is L_n = L↑_n + L↓_n. Equation (10) turns into a statement about it under two independent conditions.

The first condition is that one spin channel is silent. If the majority shell is full, f_a = 1 for all ↑ states, K_ab = 0 within that block, and L↑ = 0. Then L_n = L↓_n and

K_sc = (ξ/4)(L_z − L_x) ≡ K_B. (11)

In terms of the orbital moment along the magnetization, m_orb = μB L_n, the spin-conserving part of F₂ is then −(ξ/4μB) m_orb. By itself it favours the axis of the largest orbital moment; the whole of F₂ need not do so unless the second condition below also holds. If instead the minority shell is empty, L↓ = 0, L_n = L↑_n ≤ 0 and K_sc = −(ξ/4)(L_z − L_x). The sign is reversed for the signed projection on the magnetization, although K_sc again favours the axis of largest |L_n|. If both channels are active, (10) and (11) give

K_sc − K_B = −(ξ/2)(L↑_z − L↑_x),

which can have either sign and any size relative to K_B.

The second condition is |K_sf| ≪ |K_sc|, that is

|χ^sf_xx − χ^sf_zz| ≪ |χ↓↓_zz − χ↓↓_xx|

for a full majority shell. It compares anisotropies, not magnitudes. The energy denominators in χ^sf are larger than those in χ↓↓ by about the exchange splitting, but if the anisotropy of χ↓↓ is a small difference of large terms this does not make K_sf small against K_sc.

The limit of vanishing exchange shows that the spin-flip term cannot be dropped in general. If H↑ = H↓ the three tensors are sums over the same states with the same kernel, so χ↑↑ = χ↓↓ = ½χ^sf. The quadratic form in (7) vanishes and F₂ = −(ξ²/4) Tr χ^sf, independent of n, as it must be when nothing in the Hamiltonian singles out a spin axis. Yet L↑_n − L↓_n = −ξ χ^sf_nn remains anisotropic. In this limit K_sf = −K_sc exactly.

To second order, K is the sum of a spin-conserving part, fixed by the difference of the two spin channels' orbital moments, and a spin-flip part that no orbital moment records; Bruno's relation follows when the majority channel is silent and the spin-flip part has negligible anisotropy. It remains to expand the spin-flip term for large exchange splitting, to see what dichroism can supply, and to test the relation on two model examples.
